# Voigt Phase Retardation of a Weakly Magnetised Free-Carrier Plasma

## What symmetry and dimensions fix

Light travels along \(x\) through a medium containing free carriers. A uniform magnetic field \(B\) points along \(z\), across the beam. A wave with its electric field along \(B\) (label \(\parallel\)) and one with its field across \(B\) (label \(\perp\)) acquire different phases over a length \(L\). Their difference is the Voigt retardation

\[
\delta=\mathrm{Re}(k_\parallel-k_\perp)L .
\]

Rotate the whole arrangement by half a turn about \(x\). The magnetic field reverses, while each linear polarisation merely changes sign, which does not affect its wavenumber. In an isotropic medium, therefore, \(\delta(-B)=\delta(B)\), and the first term of an expansion in \(B\) is quadratic.

In atomic units, a carrier of mass \(m\) feels the field through its cyclotron frequency \(\omega_c=B/m\). The carriers, of density \(N\), act on the light through \(\omega_p^2=4\pi N/m\), the square of the unscreened plasma frequency. For weak response, \(\delta\) is linear in this quantity. For a single parabolic band, where the temperature drops out, and with scattering neglected, the one remaining frequency is that of the light, \(\omega\). Since \(\delta\) is dimensionless and proportional to the transit time \(L/c\), its form must be

\[
\delta=f(n)\,\frac{\omega_p^2\omega_c^2}{\omega^3}\frac Lc ,
\]

where \(n\) is the refractive index of the host. With \(\omega=2\pi c/\lambda\), \(\lambda\) being the vacuum wavelength, this already gives \(B^2\lambda^3\). The dynamics must supply \(f(n)\) and the sign.

## First derivation: the dielectric tensor

The host is lossless, with constant permittivity \(\varepsilon=n^2\). The carriers are electrons with an isotropic mass and a constant scattering rate \(\gamma\). The units have \(\varepsilon_0=1/4\pi\), magnetic force \(-\mathbf v\times\mathbf B\) on an electron, and time factor \(e^{-i\omega t}\). The force from the light's own magnetic field is neglected, as is the variation of the light field over a carrier's excursion. Then

\[
m\dot{\mathbf v}=-\mathbf E-\mathbf v\times\mathbf B-m\gamma\mathbf v .
\]

Put \(W=\omega+i\gamma\), so that \(\dot{\mathbf v}+\gamma\mathbf v=-iW\mathbf v\). For a field along \(y\), the two components across \(B\) obey

\[
-iWv_x=-\omega_cv_y,\qquad
-iWv_y=-\frac{E_y}{m}+\omega_cv_x .
\]

The first gives \(v_x=-i\omega_cv_y/W\). Substitution in the second gives

\[
v_y=-\frac{iW}{m(W^2-\omega_c^2)}E_y,\qquad
v_x=-\frac{\omega_c}{m(W^2-\omega_c^2)}E_y .
\]

The current density is \(-N\mathbf v\), and a conductivity \(\sigma_{ij}\) adds \(4\pi i\sigma_{ij}/\omega\) to the permittivity. Hence

\[
\varepsilon_{yy}=\varepsilon-\frac{\omega_p^2W}{\omega(W^2-\omega_c^2)},\qquad
\varepsilon_{xy}=\frac{i\omega_p^2\omega_c}{\omega(W^2-\omega_c^2)} .
\]

Rotational symmetry about \(B\) gives \(\varepsilon_{xx}=\varepsilon_{yy}\) and \(\varepsilon_{yx}=-\varepsilon_{xy}\). Motion along \(B\) feels no magnetic force, so \(\varepsilon_{zz}=\varepsilon-\omega_p^2/(\omega W)\).

For a plane wave along \(x\), Maxwell's equations give \(n_\parallel^2=\varepsilon_{zz}\) for the first polarisation. For the second they give

\[
\varepsilon_{xx}E_x+\varepsilon_{xy}E_y=0,\qquad
n_\perp^2E_y=\varepsilon_{yx}E_x+\varepsilon_{yy}E_y .
\]

The magnetic force drives a current along the beam, and this current creates a longitudinal field \(E_x\). Eliminating it,

\[
n_\perp^2=\varepsilon_{yy}+\frac{\varepsilon_{xy}^2}{\varepsilon_{xx}} .
\]

To simplify, define

\[
\tilde X=\frac{\omega_p^2}{\varepsilon\omega W},\qquad
\tilde Y=\frac{\omega_c}{W},\qquad q=1-\tilde Y^2 .
\]

Then \(\varepsilon_{xx}=\varepsilon(q-\tilde X)/q\) and \(\varepsilon_{xy}=i\varepsilon\tilde X\tilde Y/q\), so

\[
n_\perp^2=\varepsilon\,
\frac{(q-\tilde X)^2-\tilde X^2\tilde Y^2}{q(q-\tilde X)} .
\]

Because \(1-\tilde Y^2=q\), the numerator equals \(q^2-2q\tilde X+q\tilde X^2\), and one factor \(q\) cancels:

\[
n_\perp^2=\varepsilon\,\frac{q-2\tilde X+\tilde X^2}{q-\tilde X}.
\]

Subtract this from \(n_\parallel^2=\varepsilon(1-\tilde X)\). Over the common denominator the numerator is

\[
(1-\tilde X)(q-\tilde X)-q+2\tilde X-\tilde X^2=\tilde X(1-q)=\tilde X\tilde Y^2,
\]

and therefore

\[
n_\parallel^2-n_\perp^2=
\frac{\varepsilon\tilde X\tilde Y^2}{1-\tilde X-\tilde Y^2}.
\]

No expansion has yet been made within this model. Now introduce the real parameters

\[
X=\frac{\omega_p^2}{\varepsilon\omega^2},\qquad
Y=\frac{\omega_c}{\omega},\qquad G=\frac{\gamma}{\omega},
\]

all much smaller than one. To leading order the right side is \(\varepsilon XY^2\), and \(n_\parallel+n_\perp\approx2n\). Division gives

\[
n_\parallel-n_\perp\approx\frac{nXY^2}{2}
=\frac{\omega_p^2\omega_c^2}{2n\omega^4}.
\]

Multiplication by \(\omega L/c\) fixes \(f(n)=1/(2n)\). Inserting \(\omega_p^2\), \(\omega_c\) and \(\omega^{-3}=\lambda^3/(8\pi^3c^3)\),

\[
\boxed{\delta=\frac{\omega_p^2\omega_c^2L}{2nc\,\omega^3}
=\frac{NB^2L\lambda^3}{4\pi^2nc^4m^3}} .
\]

In SI units the same result is

\[
\delta=\frac{Ne^4B^2L\lambda^3}{16\pi^3\varepsilon_0nc^4m^3}.
\]

It is positive: the wave polarised along \(B\) has the larger index and the lower phase velocity. The cubic wavelength law holds with \(N,m,B,L\) and \(n\) fixed.

### The first corrections

Without damping, \(\varepsilon XY^2/(1-X-Y^2)\approx\varepsilon XY^2(1+X+Y^2)\), while \(n_\parallel+n_\perp\approx2n(1-X/2)\). Their quotient carries the factor \(1+3X/2+Y^2\). Damping changes the leading product to

\[
\tilde X\tilde Y^2=\frac{XY^2}{(1+iG)^3}
\approx XY^2(1-3iG-6G^2).
\]

Dropping products of small corrections,

\[
\frac{\delta_{\rm full}}{\delta}\approx1+\frac{3X}{2}+Y^2-6G^2,
\qquad
\mathrm{Im}(k_\parallel-k_\perp)L\approx-3G\delta .
\]

The negative imaginary part means that the wave polarised across \(B\) is absorbed more. This difference in absorption is first order in \(G\), whereas the correction to the phase is second order.

## Second derivation: currents radiating in thin sheets

The same result follows without a dielectric tensor, by treating the carriers as a weak source of additional light. With \(k=n\omega/c\), a transverse current density \(j\) enters the wave equation as

\[
E''+k^2E=-\frac{4\pi i\omega}{c^2}j .
\]

A sheet of thickness \(dx\) at \(x_0\) radiates a field \(Ae^{ik|x-x_0|}\). Its slope jumps by \(2ikA\) across the sheet. Equating this to \(-(4\pi i\omega/c^2)j\,dx\) gives \(A=-2\pi j\,dx/(nc)\). Keeping the forward wave,

\[
\frac{dE}{dx}=ikE-\frac{2\pi}{nc}j .
\]

For \(j=\sigma E\), the wavenumber changes by \(2\pi i\sigma/(nc)\). It remains to find how \(B\) changes the current.

With \(E\) along \(B\), the velocity is \(v_0=-iE/(m\omega)\), damping being neglected, and there is no magnetic force. With \(E\) along \(y\), the same \(v_0\) is the starting point, and the magnetic force is applied twice:

\[
-i\omega v_{1x}=-\omega_cv_0
\quad\Rightarrow\quad v_{1x}=-iYv_0,
\]

\[
-i\omega v_{2y}=\omega_cv_{1x}
\quad\Rightarrow\quad v_{2y}=iYv_{1x}=Y^2v_0 .
\]

The first deflection is along the beam and radiates nothing forward. The second returns to the direction of \(E\) and strengthens the original current by the fraction \(Y^2\). Since \(\sigma_0=-Nv_0/E=iN/(m\omega)\),

\[
k_\parallel-k_\perp=\frac{2\pi i}{nc}(\sigma_\parallel-\sigma_\perp)
=\frac{2\pi i}{nc}\left(-\frac{iNY^2}{m\omega}\right)
=\frac{2\pi N\omega_c^2}{ncm\omega^3}.
\]

With \(4\pi N/m=\omega_p^2\), this is the boxed result divided by \(L\).

The free-carrier current lowers the wavenumber. A stronger current across \(B\) lowers it further, which explains the sign of \(\delta\). The three powers of wavelength come from three successive responses of a carrier, each proportional to \(1/\omega\). The charge enters twice through the magnetic force, once through the electric force and once through the current. The result therefore contains \(e^4\) and is the same for positive carriers. For several species, the currents add and \(N/m^3\) becomes \(\sum_iN_i/m_i^3\) at this order.

## What each derivation assumes

Both assume a local linear response, a constant scattering rate or none, and a single pass through a host of constant index. The tensor derivation permits any size of \(X\), \(Y\) and \(G\) until its final expansion. The sheet derivation is first order in carrier density and second order in \(B\) from the start. It omits the longitudinal field and the effect on each sheet of the waves that other sheets radiate backwards.

The tensor result shows the cost. The longitudinal term \(\varepsilon_{xy}^2/\varepsilon_{xx}\approx-\varepsilon X^2Y^2\) raises \(\delta\) by the fraction \(X\). The lowering of the mean index by the carriers raises it by a further \(X/2\). Together they make the correction \(3X/2\). With weak damping, the denominator of the full difference becomes small as \(X+Y^2\) approaches one, and the sheet picture fails.

The advantage of the sheet derivation is that it extends readily to anisotropic masses. Silicon has valleys with one longitudinal mass \(m_l\) and two transverse masses \(m_t\). For \(B\) along the cube axis \(z\) and \(E\) along \(y\), the first response contributes \(1/m_y\), the deflection along \(x\) contributes \(1/m_x\), and the return contributes another \(1/m_y\). Averaging over equally filled valleys replaces \(1/m^3\) by

\[
\frac13\left(\frac1{m_lm_t^2}+\frac1{m_tm_l^2}+\frac1{m_t^3}\right).
\]

For \(B\) along [110] and light along [001], the valleys along \(z\) contribute \(1/(m_lm_t^2)\). In a valley along \(x\), write \(l=1/m_l\) and \(t=1/m_t\). The magnetic force is along \(z\), and the two magnetic steps give strengths \(t(l+t)^2/4\) for \(E\perp B\) and \(t(l-t)^2/4\) for \(E\parallel B\). Their difference is \(lt^2\), again \(1/(m_lm_t^2)\). The valleys along \(y\) give the same difference, and the terms mixing the two polarisations cancel between the \(x\) and \(y\) valleys. Thus the retardation depends on crystal orientation even though silicon's zero-field conductivity is isotropic in this model.

## A doped silicon wafer

Take n-type silicon at 300 K, with \(N=2\times10^{17}\) cm\(^{-3}\), mobility 600 cm\(^2\)/Vs, \(n=3.42\), \(m_l=0.92\) and \(m_t=0.19\) electron masses. These are rough typical values. The wavelength is 10600 nm, the thickness 500000 nm and the field 5 T. The scalar model uses the conductivity mass

\[
m=\frac{3}{1/0.92+2/0.19}=0.258 .
\]

The photon energy is 0.117 eV, against 0.0096 eV for the screened plasma energy, 0.0022 eV for the cyclotron energy and 0.0075 eV for \(\hbar\gamma\). Thus \(X=0.00667\), \(Y=0.0192\) and \(G=0.0639\). The limiting formula gives

\[
n_\parallel-n_\perp=\frac{3.42(0.006671)(0.019157)^2}{2}
=4.19\times10^{-6},
\]

\[
\delta=2\pi\,\frac{500000}{10600}\,(4.19\times10^{-6})
=1.24\times10^{-3}\ \text{rad}=0.071^\circ .
\]

The full scalar model gives \(1.22\times10^{-3}\) rad, or 0.986 of the limit. The correction formula accounts for this: \(1+0.0100+0.0004-0.0245=0.986\). At one fifth of the wavelength, with the scattering rate fixed, the ratio rises to 0.9994.

The local exponent of the full result is 2.001 in \(B\) and 2.971 in \(\lambda\). Since \(X\), \(Y^2\) and \(G^2\) all grow as \(\lambda^2\), differentiating the logarithm of the correction gives a wavelength exponent of \(3+3X+2Y^2-12G^2=2.972\). The scattering term, \(-12G^2=-0.049\), outweighs the plasma term, \(3X=+0.020\), so the exponent falls below three.

## How far a real wafer departs from the scalar model

The assumption of one constant mass is broken in real silicon. If the six valleys are held equally filled, then with \(B\) along [001] and light along [100] they raise the full scalar result by about 4%, and with \(B\) along [110] they reduce it to 0.52 of that result for light along [001] and to 0.78 for light along \([1\bar10]\). In equilibrium the filling is not equal. For non-degenerate carriers and unbroadened Landau levels, each valley's weight carries the factor \((x/2)/\sinh(x/2)\approx1-x^2/24\), where \(x\) is that valley's cyclotron energy over \(k_BT\). For \(B\) along [001], \(x^2=t^2\beta\) in the \(z\) valleys and \(lt\beta\) in the others, with \(\beta=(B/k_BT)^2\). The \(z\) valleys lose the fraction \(t(t-l)\beta/36=3\times10^{-4}\) and the others gain half of that. The mean inverse mass along \(B\) then exceeds that along \(y\) by \(t(t-l)^2\beta/72\). This strengthens the current along \(B\) and opposes the orbit term \(B^2/(m^3\omega^2)\), with relative size \(m^3t(t-l)^2(\omega/k_BT)^2/72\approx0.45\). The three ratios become 0.59, 0.52 and 0.56. The refilling term in \(\delta\) is also quadratic in \(B\) but grows only as \(\lambda\), so for \(B\) along [001] the carriers' retardation in this model changes sign near 6900 nm. The mass also rises with energy \(\mathcal E\). For an isotropic band with \(\mathcal E(1+\alpha\mathcal E)=k_e^2/2m\), where \(k_e\) is the electron wavenumber, and a rough \(\alpha=0.5\) eV\(^{-1}\), the semiclassical orbit term is 0.83 of the parabolic value. This last factor comes from

\[
R=\frac{\int g(-f')\,\tfrac13mv^2(1+2\alpha\mathcal E)^{-2}\,d\mathcal E}
{\int gf\,d\mathcal E},
\]

where \(g\) is the density of states, \(f\) the occupation and \(v\) the band speed. The electric field shifts the occupation in proportion to \(v(-f')\), the current supplies another \(v\), and the two magnetic steps supply the squared energy-dependent cyclotron frequency. For \(\alpha=0\), \(g\propto\mathcal E^{1/2}\) and \(mv^2=2\mathcal E\), and integration by parts gives \(R=1\) for any degree of degeneracy. Here the density is in any case 0.7% of the effective band density. Landau quantisation adds a further \(B^2\) term that \(R\) omits. The mean of \(k_y^2/m\) exceeds that of \(k_z^2/m\) by \((\hbar\omega_c)^2/12k_BT\), so to first order in \(\alpha\) the inverse mass along \(B\) is larger by the fraction \(\alpha(\hbar\omega_c)^2/6k_BT\). Relative to \(Y^2\) this is \(\alpha(\hbar\omega)^2/6k_BT\approx0.04\), which lowers the factor to about 0.80 and grows at shorter wavelength.

The scattering rate inferred from mobility is uncertain at this frequency, because the photon energy is 4.5 times the thermal energy. Doubling the rate lowers the full scalar retardation by 7%.

Alignment also matters. If the beam inside the wafer tilts by \(\theta\) towards \(B\), the field component along the beam separates the two circular responses, with \(X\) replaced by \(X/(1\mp Y\sin\theta)\). Their indices differ by about \(nXY\sin\theta\), the Faraday splitting. It exceeds the Voigt splitting when \(\sin\theta>Y/2\), here at about \(0.55^\circ\). At \(1^\circ\) the ratio is 1.82. Since both phases are near \(10^{-3}\) rad, they act almost independently. For input at \(45^\circ\), the rotation itself leaves the phase difference unchanged at first order, and its absorptive part, the fraction \(2G\) of the splitting, shifts that phase by about \(\pm24\%\) at \(1^\circ\). This shift is odd in \(B\) and is removed by averaging over the two field directions. If the wafer faces stay parallel to \(B\) and only the incoming beam tilts, refraction makes the corresponding outside angles about \(n\) times larger.

Reflections also matter in an uncoated, coherent wafer. Repeated passes multiply the transmitted amplitude by \(1/(1-u)\), with \(u=r^2e^{2i\phi}\), where \(r\) is the surface reflection amplitude and \(\phi\) the complex single-pass phase. A small change of \(\phi\) is then multiplied by

\[
1+\frac{2u}{1-u}=\frac{1+u}{1-u}.
\]

With surface reflectance 0.30 and the scalar model's single-pass power transmission of 0.65, \(|u|=0.19\), and the real part of this factor can reach about 1.48. The slab calculation gives retardations between 0.67 and 1.49 times the single-pass value as the thickness varies over one fringe.

Finally, the host has its own magnetic birefringence. A rough scale, \((\varepsilon-1)(\hbar\omega_c/\mathcal E_g)^2\) with a direct gap \(\mathcal E_g\) of 3.4 eV, is 0.16 of the carrier term \(\varepsilon XY^2\). This is a dimensional guess, neither a bound nor a reliable order of magnitude. In a host of classical bound oscillators of frequency \(\omega_0\gg\omega\), for example, the term is smaller than this scale, with \(\mathcal E_g=\hbar\omega_0\), by the factor \((\omega/\omega_0)^2/\varepsilon\) and has the opposite sign. An undoped wafer measured in the same single-pass geometry would allow the host's own phase to be subtracted. The subtraction is not exact, because the longitudinal term \(\varepsilon_{xy}^2/\varepsilon_{xx}\) also contains a product of the host and carrier responses.

At 1550 nm, with the other inputs fixed, the carrier formula gives only \(1.24\times10^{-3}(1550/10600)^3=3.9\times10^{-6}\) rad. This orbit term in the squared index falls as \(\lambda^4\), but the valley-refilling term falls only as \(\lambda^2\). For \(B\) along [001] it brings the carriers' retardation to about \(-8\times10^{-5}\) rad, some twenty times the formula and of opposite sign. The host scale above does not depend on wavelength. On that rough estimate the host would dominate at 1550 nm, and the total retardation would not follow the carriers' cubic law.

## Computed results

```
carrier density 2.0e+17 cm^-3
mobility 600 cm2/Vs
magnetic field 5.0 T
wavelength 10600 nm
thickness 500000 nm
temperature 300 K
host index 3.42 (no unit)
longitudinal mass 0.92 electron masses
transverse mass 0.19 electron masses
conductivity mass 0.2583 electron masses
photon energy 0.11697 eV
unscreened plasma energy 0.03267 eV
screened plasma energy 0.00955 eV
cyclotron energy 0.002241 eV
scattering energy hbar*gamma 0.007469 eV
X 0.006671 (no unit)
Y 0.019157 (no unit)
G 0.063857 (no unit)
index difference, limit 4.1866e-06 (no unit)
retardation, limit 1.24081e-03 rad
retardation, limit 0.07109 degree
retardation, full scalar 1.22321e-03 rad
full/limit 0.98582 (no unit)
series correction factor 0.98591 (no unit)
full/limit at one fifth wavelength 0.99944 (no unit)
differential log amplitude -2.3778e-04 (no unit)
minus 3 G delta -2.3770e-04 (no unit)
local exponent in B 2.0007 (no unit)
local exponent in wavelength 2.9710 (no unit)
single-pass power transmission 0.6495 (no unit)
Neglected effects; ratios are to the full scalar retardation
six valleys, B[001] k[100]: ratio 1.0448
six valleys, B[110] k[001]: ratio 0.5206
six valleys, B[110] k[1-10]: ratio 0.7826
nonparabolicity input 0.50 eV^-1
nonparabolic/parabolic strength 0.8327 (no unit)
density/effective band density 0.00729 (no unit)
thermal energy 0.02585 eV
cyclotron/thermal energy 0.0867 (no unit)
photon/thermal energy 4.524 (no unit)
doubled scattering rate: ratio 0.9280
tilt towards B 1.0 degree
Faraday/Voigt splitting at tilt 1.823 (no unit)
surface reflectance 0.2985 (no unit)
uncoated slab, smallest ratio 0.6682
uncoated slab, largest ratio 1.4882
direct gap input 3.4 eV
host/carrier birefringence scale 0.162 (no unit)
```
